# Why the surroundings set a wide depletion region in a monolayer

Suppose the bulk depletion formula is carried over to a monolayer by putting the sheet's own polarizability where the bulk permittivity stood. For the contact worked out below it gives a depletion width of 21 nm. The full electrostatics of the same model gives 140 nm. The formula also predicts no change when the substrate is changed, whereas doubling the dielectric constant of the surroundings nearly doubles the width. The error lies in where the field lines are assumed to run.

## The model and its two channels

An n-type monolayer lies in the plane \(z=0\), \(x>0\), and meets edge-on the flat face \(x=0\) of a thick metal. Dielectrics \(\varepsilon_1\) and \(\varepsilon_2\) fill the spaces above and below, with mean \(\kappa=(\varepsilon_1+\varepsilon_2)/2\). No gate is near. Nothing varies along the contact line.

The donors have uniform sheet density \(N\). The strip \(0<x<W\) holds no electrons. Beyond it the sheet still has mobile electrons and is taken as an equipotential at \(V\), the total band bending; the metal is at zero. The sheet has polarization per unit width \(P=\varepsilon_0\chi E_x\), where \(\chi\) is a length.

Let \(E_z\) be the field just above the sheet. The field just below is \(-E_z\), because a line charge on the interface has the same potential in both dielectrics. Gauss's law, with free charge \(eN\) and bound charge \(-dP/dx\), gives in the strip

\[
\varepsilon_0(\varepsilon_1+\varepsilon_2)E_z=2\kappa\varepsilon_0E_z=eN-\varepsilon_0\chi E_x' .
\]

Dividing by \(2\kappa\varepsilon_0\),

\[
E_z=s-r_0E_x',\qquad s=\frac{eN}{2\kappa\varepsilon_0},\qquad r_0=\frac{\chi}{2\kappa}. \tag{1}
\]

The length \(r_0\) is the two-dimensional screening length. For a potential varying as \(\sin qx\) on an unbounded sheet, \(E_z=q\phi\) and \(r_0E_x'=r_0q^2\phi\), so free charge \(\sigma_q\) produces

\[
\phi_q=\frac{\sigma_q}{2\kappa\varepsilon_0\,q(1+r_0q)} .
\]

The sheet matters for \(qr_0\gtrsim1\). A region of width \(W\) is governed mainly by \(q\sim1/W\), which suggests \(r_0/W\) as the measure of the sheet's influence.

At \(x=W\) the in-plane field must vanish. A jump of \(P\) there would leave a line of bound charge, whose potential diverges unless a line of positive free charge cancels it, and donors of finite density cannot supply one. Integrating (1) over the strip with \(E_x(W)=0\) gives

\[
sW=\int_0^W E_z\,dx+r_0|E_x(0)| . \tag{2}
\]

The donors' flux has two exits: into the surroundings, or through the sheet into the metal.

## The surroundings alone

Set \(r_0=0\). In the quarter-space \(x>0,\ z>0\) the field has neither divergence nor curl, so \(F=E_x-iE_z\) is an analytic function of \(\zeta=x+iz\). The conditions are \(E_z=s\) on the strip, \(E_x=0\) beyond it, \(E_z=0\) along the metal face, and \(F\to0\) far away. They are met by

\[
F=-\frac{2s}{\pi}\,\mathrm{arcosh}\frac{W}{\zeta}-is .
\]

- On the strip the arcosh is real, so \(E_z=s\).
- For \(x>W\) it equals \(-i\arccos(W/x)\), so \(E_x=0\) and \(E_z=(2s/\pi)\arcsin(W/x)\).
- On the metal face it equals \(\mathrm{arsinh}(W/z)-i\pi/2\), so \(F\) is real and \(E_z=0\).
- Far away it tends to \(-i\pi/2\), so \(F\to0\).

A multiple of \(1/\sqrt{W^2-\zeta^2}\) could be added without disturbing these conditions. With one sign it demands more positive charge than the donors hold; with the other it lifts the potential above \(V\) just inside the strip, which would draw electrons in. It is therefore absent.

The band bending follows by parts:

\[
V=\frac{2s}{\pi}\int_0^W\mathrm{arcosh}\frac{W}{x}\,dx
=\frac{2s}{\pi}\int_0^W\frac{W\,dx}{\sqrt{W^2-x^2}}=sW .
\]

Hence

\[
W=\frac{V}{s}=\frac{2\kappa\varepsilon_0V}{eN}. \tag{3}
\]

The width is linear in \(V\), because the height of dielectric that carries the flux grows with \(W\). Beyond \(W\) the sheet is partly depleted: its net charge is the fraction \((2/\pi)\arcsin(W/x)\) of \(eN\), which falls only as \(1/x\). Here \(W\) means the fully depleted strip.

## The sheet alone

Now let all flux stay in the sheet by dropping \(E_z\) from (1). Then \(E_x'=s/r_0\), and with \(E_x(W)=0\),

\[
E_x=-\frac{s}{r_0}(W-x),\qquad V=\frac{sW^2}{2r_0},\qquad
W=\sqrt{\frac{2r_0V}{s}}=\sqrt{\frac{2\varepsilon_0\chi V}{eN}} . \tag{4}
\]

This is the bulk parabola, and \(\kappa\) has cancelled. It holds for \(W\ll r_0\).

## The two together

For any \(r_0/W\), put \(x=W\cos\theta\) and expand \(E_x=\sum a_n\sin n\theta\) over odd \(n\). Each term belongs to the analytic function \(ie^{-in\theta}\), with \(\theta\) continued to complex values of negative imaginary part. This function decays far away, is imaginary for \(x>W\) and real on the metal face, so it meets the outer conditions. Its imaginary part on the strip shows that \(\sin n\theta\) is accompanied by \(E_z=-\cos n\theta\). Since \(d\theta/dx=-1/(W\sin\theta)\), equation (1) multiplied by \(\sin\theta\) becomes

\[
-\sum_n a_n\left(\sin\theta+\frac{nr_0}{W}\right)\cos n\theta=s\sin\theta,\qquad 0<\theta<\frac{\pi}{2}.
\]

Multiplying by \(\cos m\theta\) for each odd \(m\) and integrating gives linear equations for the \(a_n\), solved numerically. In \(V=-\int_0^W E_x\,dx\) only \(n=1\) survives, by orthogonality, so \(V=-\pi Wa_1/4\). The coefficients are \(s\) times functions of \(r_0/W\), hence

\[
V=sW\,f(r_0/W). \tag{5}
\]

To weigh the two controls, let \(g=d\ln f/d\ln(r_0/W)\). At fixed \(V\) and \(N\), with \(s\propto1/\kappa\) and \(r_0\propto\chi/\kappa\),

\[
0=-d\ln\kappa+d\ln W+g\,(d\ln\chi-d\ln\kappa-d\ln W),
\]

and therefore

\[
\frac{\partial\ln W}{\partial\ln\kappa}=\frac{1+g}{1-g},\qquad
\frac{\partial\ln W}{\partial\ln\chi}=\frac{-g}{1-g}.
\]

These are the percentage changes of \(W\) per percent change of \(\kappa\) or \(\chi\). The numerical solution gives

| \(W/r_0\) | \(f\) | for \(\kappa\) | for \(\chi\) |
|---|---|---|---|
| 0.1 | 0.048 | 0.025 | 0.488 |
| 1 | 0.33 | 0.203 | 0.399 |
| 10 | 0.82 | 0.715 | 0.143 |
| 100 | 0.97 | 0.954 | 0.023 |

Control passes from the sheet to the surroundings between \(W=r_0\) and \(W=10r_0\). At \(10r_0\), however, (3) is still rough, since \(f\) is 18% below one.

## What the sheet adds to a wide region

The remaining influence of the sheet can be found for any normal field \(E_z=g_z(x)\) on the strip. Integrate \(F\zeta/\sqrt{W^2-\zeta^2}\) around the quarter-space and take the imaginary part.

The strip gives \(-\int_0^W xg_z/\sqrt{W^2-x^2}\,dx\). The rest of the sheet and the metal face give nothing, because there the integrand times \(d\zeta\) is real. On the far arc, \(F\to-ia/\zeta\) and the second factor tends to \(i\), which gives \(\pi a/2\). The same arc leads from potential \(V\) to zero, so \(V=\mathrm{Re}\int F\,d\zeta=\pi a/2\). The total vanishes by Cauchy's theorem, so

\[
V=\int_0^W\frac{x\,g_z(x)}{\sqrt{W^2-x^2}}\,dx
= sW-r_0\int_0^W\frac{xE_x'}{\sqrt{W^2-x^2}}\,dx .
\]

To leading order, insert the field found for \(r_0=0\), whose slope is \(E_x'=(2s/\pi)W/(x\sqrt{W^2-x^2})\). The last integral becomes \((2s/\pi)\int W\,dx/(W^2-x^2)\), which diverges logarithmically at \(x=W\). That field fails within a distance \(\delta\) of order \(r_0\) from the edge. Stopping there gives \((s/\pi)\ln(2W/\delta)\), and so

\[
W\simeq\frac{V}{s}+\frac{r_0}{\pi}\left[\ln\frac{W}{r_0}+C\right]. \tag{6}
\]

The argument fixes the logarithm but not the constant; the numerical solution at \(W/r_0=400\) gives \(C=3.65\). The sheet widens the region: by the table, \(W-V/s=W(1-f)\) is about \(1.8r_0\) at \(W=10r_0\) and \(2.6r_0\) at \(W=100r_0\). It does so by easing the in-plane field, so that more charge is needed for the same \(V\).

## Numbers for a monolayer on oxide

Take round values for lightly doped monolayer MoS2 on silicon dioxide in air: \(\chi=8\) nm, dielectric constants 3.9 and 1, \(N=2\times10^{11}\) cm⁻², and 0.5 V built-in plus 0.5 V reverse bias, so \(V=1.0\) V. Then \(\kappa=2.45\), \(r_0=8/4.9=1.63\) nm and \(s=0.0739\) MV/cm, or 0.00739 V/nm.

- Surroundings alone, (3): \(W=1.0/0.00739\approx135\) nm.
- Sheet alone, (4): \(W=\sqrt{2\times1.63\times135.4}=21\) nm.
- Both, (5): \(W=139.6\) nm, or \(85.5r_0\).
- Correction (6): \((1.63/\pi)(4.45+3.65)=4.2\) nm, which accounts for the difference from 135.4 nm.

With \(V\), \(N\) and \(\chi\) fixed, doubling \(\kappa\) gives 273 nm. With \(\kappa\) fixed instead, doubling \(\chi\) gives 143 nm, a rise of 2.4%. In the balance (2), 4% of the strip's flux enters the metal through the sheet; the other 96% leaves through the surroundings. Suspending the sheet (\(\kappa=1\)) raises \(r_0\) to 4.0 nm yet shrinks \(W\) to 63 nm.

Heavier doping narrows the region and weakens the control by the surroundings. At the same \(V\), \(\kappa\) and \(\chi\), \(N=10^{12}\) cm⁻² gives \(W=30\) nm, with a change of 0.82% per percent change of \(\kappa\); \(N=5\times10^{12}\) cm⁻² gives 7.8 nm and 0.55%.

The narrow limit is out of reach here. For \(W=r_0\) at 1 V, (5) requires \(s=1/(1.63\times0.33)\approx1.9\) V/nm, hence \(N\approx5\times10^{13}\) cm⁻². The donor spacing would then be 1.4 nm, about \(W\) itself, and a uniform donor charge would mean little.

## What the model leaves out

**Contact shape.** The metal may be a film thinner than \(W\). In the extreme of a metal sheet coplanar with the monolayer, and with \(r_0=0\), the field is \(F=-s\sqrt{(W-\zeta)/\zeta}-is\). This gives \(E_z=s\) on the strip and \(E_x=0\) on both conductors, and it vanishes far away. With \(x=W\sin^2t\),

\[
V=s\int_0^W\sqrt{\frac{W-x}{x}}\,dx=2sW\int_0^{\pi/2}\cos^2t\,dt=\frac{\pi}{2}sW .
\]

The width falls from 135 to 86 nm, but in this limit it remains proportional to \(\kappa\). With the sheet's polarizability restored, a numerical solution gives 92 nm instead of 140 nm, and a change of 0.89% per percent change of \(\kappa\). This is the largest change among those sized here.

**A back plane.** Oxide on doped silicon has a conductor beneath it. A numerical solution with a plane 300 nm down, held at \(V\) and with uniform \(\kappa\) for simplicity, lowers \(W\) from 140 to 131 nm. With oxide below the sheet and air above, the width is 126 nm, and its change per percent change of \(\kappa\) (both dielectric constants scaled together) falls from 0.95% to 0.79%. A conductor much closer than \(W\) would capture the flux, and (3) would fail.

**Donor graininess.** The mean donor spacing is 22 nm. A square of side \(W\) holds about 39 donors; if they are placed independently, their number varies by about 16%. The width, averaged over a length \(W\) along the contact, varies by a comparable amount, some 10 to 20%. Donors near the outer edge of the strip weigh most, with weight \(x/\sqrt{W^2-x^2}\), so the figure depends on how sharply the edge is defined among donors 22 nm apart.

**Temperature.** A numerical solution with 300 K carriers (mass \(0.5m_e\), two valleys) moves the point of half the bulk electron density from 192 to 193 nm. The Fermi level lies 0.10 eV below the band edge, so degeneracy is weak.

**High field and tunnelling.** The in-plane contact field is 0.27 MV/cm, below a breakdown scale of roughly a few MV/cm. At the metal's Fermi level the barrier is 48 nm thick, with a WKB exponent of 161, so tunnelling at that energy is negligible. Image-force lowering, estimated from the contact field as \(\sqrt{eE/(4\pi\kappa\varepsilon_0)}\), is at most about 0.13 eV of a 0.60 eV barrier. At 300 K a lowering of that size would raise thermionic emission over the barrier by a factor of order 100.

For given \(V\) and mean \(N\), then, the effects sized here can change the width by tens of percent, through contact shape, a nearby back plane and donor disorder. The near-proportionality to \(\kappa\) requires \(W\gg r_0\) and any conductor other than the contact to lie several widths away. In the example, with oxide below and air above, a back plane 140 nm down lowers the width to 106 nm and leaves a weaker dependence, 0.63% per percent change of \(\kappa\).

All numerical values are calculated from the stated model.
